**Dirac norm conservation: energy slopes, enclosed norms and two pseudopotentials**

The program tests the identity $P(R)^2\,\partial(Q/P)/\partial E=-(1/\hbar c)\int_0^R(P^2+Q^2)\,dr$ for regular solutions of the radial Dirac equation. Here $P$ and $Q$ are the large and small radial components, $E$ is the energy without the rest energy, and $R$ is the core radius. For a model ion with $Z=80$, it asserts that finite energy differences of $Q/P$ agree with the integrated norm to a relative accuracy of $10^{-6}$, for four values of $\kappa$ and for a 50 keV case. It also asserts the reciprocal form and the energy slope of $P'/P$, each to a relative accuracy of $10^{-5}$. The norm that a Schrödinger-type pseudo-function needs to reproduce the slope of $P'/P$ differs from the Dirac norm by slightly less than this tolerance. The difference is resolved by the printed numerical and analytic slopes, which agree to eight digits. It then builds two nodeless Dirac pseudopotentials with the same $Q/P$ at $-5$ eV and asserts that the one with the correct norm also has the correct energy slope, while the other does not. The output shows that, 0.5 eV above the reference energy, the error in $Q/P$ is $8.9\times10^{-7}$ in magnitude with the correct norm and $9.1\times10^{-5}$ with the wrong one.

## Check in Python

```python
"""
Dirac norm-conservation identity under test:
    P(R)^2 d(Q/P)/dE at R = -(1/(hbar c)) * integral_0^R (P^2 + Q^2) dr
P, Q  : large and small radial components (spinor parts P/r and iQ/r)
E     : energy without rest energy;  kappa : Dirac angular quantum number
R     : core radius;  N : enclosed integral of P^2 + Q^2
Radial equations, V(r) local and independent of energy:
    P' = -kappa P/r + (E - V + 2mc^2) Q/(hbar c)
    Q' =  kappa Q/r - (E - V) P/(hbar c)
Energy slopes come from finite differences, norms from integration.
Lengths in pm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HBARC = const.hbar * const.c / const.e * 1e12        # eV pm
MC2 = const.m_e * const.c**2 / const.e               # eV
ALPHA = const.fine_structure
Z = 80
D_SCREEN = 15.0                                      # pm


def v_ion(r):
    """Screened point charge, net charge +1 far away."""
    return -ALPHA * HBARC / r * (1 + (Z - 1) / (1 + r / D_SCREEN)**2)


def make_rhs(energy, kappa, potential):
    """Derivatives with respect to ln r of P, Q, int P^2, int Q^2."""
    def rhs(x, y):
        r = float(np.exp(x))
        p, q = float(y[0]), float(y[1])
        k = energy - potential(r)
        return [-kappa * p + r * (k + 2 * MC2) * q / HBARC,
                kappa * q - r * k * p / HBARC,
                r * p * p, r * q * q]
    return rhs


def integrate(rhs, r_start, r_end, state, event=None):
    return solve_ivp(rhs, (np.log(r_start), np.log(r_end)), state,
                     method="DOP853", rtol=1e-12, atol=1e-40,
                     events=event)


def ion_start(kappa):
    """Regular behaviour r^gamma at a point nucleus."""
    r0 = 1e-5
    gamma = np.sqrt(kappa**2 - (Z * ALPHA)**2)
    p = r0**gamma
    q = p * (kappa + gamma) / (Z * ALPHA)
    w = r0 / (2 * gamma + 1)
    return r0, [p, q, p * p * w, q * q * w]


def solve_ion(energy, kappa, radius):
    r0, state = ion_start(kappa)
    sol = integrate(make_rhs(energy, kappa, v_ion), r0, radius, state)
    assert sol.success
    return sol


def extremum_radius(energy, kappa):
    """First extremum of P beyond 60 pm."""
    rhs = make_rhs(energy, kappa, v_ion)
    inner = solve_ion(energy, kappa, 60.0)

    def slope(x, y):
        return rhs(x, y)[0]
    slope.terminal = True
    sol = integrate(rhs, 60.0, 1000.0, inner.y[:, -1], slope)
    assert len(sol.t_events[0]) == 1
    return float(np.exp(sol.t_events[0][0]))


def energy_slope(function, energy, h):
    return (function(energy - 2 * h) - 8 * function(energy - h)
            + 8 * function(energy + h) - function(energy + 2 * h)) / (12 * h)


def ratio_ion(energy, kappa, radius):
    y = solve_ion(energy, kappa, radius).y[:, -1]
    return y[1] / y[0]


def count_nodes(sol):
    signs = np.sign(sol.y[0])
    return int(np.sum(signs[1:] * signs[:-1] < 0))


print(f"hbar c = {HBARC:.3f} eV pm; m c^2 = {MC2:.2f} eV")
print(f"model ion: Z = {Z}, screening length d = {D_SCREEN:.1f} pm")
print("Identity test at first extremum of P beyond 60 pm:")
cases = [(-1, -5.0, 0.1), (1, 20.0, 0.1), (-2, 20.0, 0.1),
         (2, 20.0, 0.1), (-1, 5.0e4, 10.0)]
for kappa, energy, h in cases:
    radius = extremum_radius(energy, kappa)
    p, q, norm_p, norm_q = solve_ion(energy, kappa, radius).y[:, -1]
    numeric = energy_slope(lambda e: ratio_ion(e, kappa, radius), energy, h)
    formula = -(norm_p + norm_q) / (HBARC * p * p)
    fraction = norm_q / (norm_p + norm_q)
    residual = abs(numeric / formula - 1)
    assert residual < 1e-6
    # the small-component part of the norm must be resolved by the test
    assert residual < 0.05 * fraction
    print(f" kappa={kappa:+d} E={energy:.0f} eV R={radius:.2f} pm: "
          f"numeric {numeric:.7e}, formula {formula:.7e} 1/eV, "
          f"Q^2 share {fraction:.2e}")

# Worked reference solution
KAPPA = -1
E0 = -5.0
r_ext = extremum_radius(E0, KAPPA)
R = float(round(1.2 * r_ext))
reference = solve_ion(E0, KAPPA, R)
P_R, Q_R, NP, NQ = reference.y[:, -1]
u_R = Q_R / P_R
norm_ref = (NP + NQ) / P_R**2                        # pm, for P(R) = 1
slope_formula = -norm_ref / HBARC
slope_ref = energy_slope(lambda e: ratio_ion(e, KAPPA, R), E0, 0.1)
assert abs(slope_ref / slope_formula - 1) < 1e-6
inverse_slope = energy_slope(lambda e: 1 / ratio_ion(e, KAPPA, R), E0, 0.1)
assert abs(inverse_slope * HBARC * u_R**2 / norm_ref - 1) < 1e-5


def log_derivative(energy):
    """P'/P at R from values of P at neighbouring radii."""
    step = 1.0
    values = [solve_ion(energy, KAPPA, R + j * step).y[0, -1]
              for j in (-2, -1, 1, 2)]
    centre = solve_ion(energy, KAPPA, R).y[0, -1]
    return (values[0] - 8 * values[1] + 8 * values[2]
            - values[3]) / (12 * step * centre)


kin_R = E0 - v_ion(R)
log_slope = energy_slope(log_derivative, E0, 0.1)
log_formula = u_R / HBARC - (kin_R + 2 * MC2) * norm_ref / HBARC**2
assert abs(log_slope / log_formula - 1) < 1e-5
norm_schr = (1 + kin_R / (2 * MC2)) * norm_ref - HBARC * u_R / (2 * MC2)
assert abs(-log_slope * HBARC**2 / (2 * MC2) / norm_schr - 1) < 1e-5

print(f"Worked case: kappa = {KAPPA}, E0 = {E0:.1f} eV")
print(f"extremum of P at {r_ext:.2f} pm; core radius R = {R:.0f} pm")
print(f"V(R) = {v_ion(R):.4f} eV; nodes of P inside R: "
      f"{count_nodes(reference)}")
print(f"Q/P at R = {u_R:.7e} (no unit)")
print(f"N/P(R)^2 = {norm_ref:.6f} pm; "
      f"Q^2 share of N = {NQ / (NP + NQ):.4e}")
print(f"d(Q/P)/dE numeric = {slope_ref:.7e} 1/eV")
print(f"d(Q/P)/dE formula = {slope_formula:.7e} 1/eV "
      f"= {slope_formula / const.e:.5e} 1/J")
print(f"d(P/Q)/dE numeric = {inverse_slope:.6e} 1/eV; formula = "
      f"{norm_ref / (HBARC * u_R**2):.6e} 1/eV")
print(f"d(P'/P)/dE numeric = {log_slope:.7e} 1/(pm eV)")
print(f"d(P'/P)/dE formula = {log_formula:.7e} 1/(pm eV)")
print(f"Schroedinger-type norm N_S/P(R)^2 = {norm_schr:.6f} pm; "
      f"N_S/N - 1 = {norm_schr / norm_ref - 1:.3e}")

# Nodeless Dirac pseudopotentials from a chosen ratio u(r) = Q/P
du_R = (2 * KAPPA * u_R / R - kin_R / HBARC
        - (kin_R + 2 * MC2) * u_R**2 / HBARC)
s_shape = (1 - R * du_R / u_R) / 2


def pseudo_potential(t_shape):
    def potential(r):
        x = r / R
        y = 1 - x * x
        w = 1 + s_shape * y + t_shape * y * y
        u = u_R * x * w
        du = u_R / R * (w - 2 * x * x * (s_shape + 2 * t_shape * y))
        k = HBARC * (2 * KAPPA * u_R * w / R - du
                     - 2 * MC2 / HBARC * u * u) / (1 + u * u)
        return E0 - k
    return potential


def solve_pseudo(energy, t_shape):
    potential = pseudo_potential(t_shape)
    r0 = 1e-3
    p = r0
    q = -(energy - potential(0.0)) * r0**2 / (3 * HBARC)
    state = [p, q, p * p * r0 / 3, q * q * r0 / 5]
    sol = integrate(make_rhs(energy, KAPPA, potential), r0, R, state)
    assert sol.success
    return sol


def pseudo_norm(t_shape):
    y = solve_pseudo(E0, t_shape).y[:, -1]
    return (y[2] + y[3]) / y[0]**2


def ratio_pseudo(energy, t_shape):
    y = solve_pseudo(energy, t_shape).y[:, -1]
    return y[1] / y[0]


t_good = brentq(lambda t: pseudo_norm(t) / norm_ref - 1, -100.0, 20.0,
                xtol=1e-11, rtol=1e-12)
t_bad = t_good + 2.0
print(f"Pseudopotential shape: s = {s_shape:.6f}, "
      f"t = {t_good:.6f} (norm kept), {t_bad:.6f} (norm wrong)")
for name, t_shape in (("norm kept", t_good), ("norm wrong", t_bad)):
    potential = pseudo_potential(t_shape)
    assert abs(potential(R) - v_ion(R)) < 1e-6
    assert abs(ratio_pseudo(E0, t_shape) / u_R - 1) < 1e-7
    nodes = count_nodes(solve_pseudo(E0, t_shape))
    assert nodes == 0
    norm = pseudo_norm(t_shape)
    slope = energy_slope(lambda e: ratio_pseudo(e, t_shape), E0, 0.1)
    assert abs(-slope * HBARC / norm - 1) < 1e-6
    if t_shape == t_good:
        assert abs(slope / slope_ref - 1) < 1e-6
    else:
        assert abs(slope / slope_ref - 1) > 1e-2
    print(f" {name}: V(0) = {potential(0.0):.3f} eV, nodes {nodes}, "
          f"N/P(R)^2 = {norm:.6f} pm, slope = {slope:.7e} 1/eV")

print("Error of Q/P at R (pseudo minus reference, no unit):")
for shift in (-2.0, -1.0, -0.5, 0.5, 1.0, 2.0):
    exact_ratio = ratio_ion(E0 + shift, KAPPA, R)
    good = ratio_pseudo(E0 + shift, t_good) - exact_ratio
    bad = ratio_pseudo(E0 + shift, t_bad) - exact_ratio
    if abs(shift) == 0.5:
        assert abs(good) < 0.3 * abs(bad)
    print(f" E-E0 = {shift:+.1f} eV: norm kept {good:+.4e}, "
          f"norm wrong {bad:+.4e}")

print("all good")
```

It prints:

```
hbar c = 197326.980 eV pm; m c^2 = 510998.95 eV
model ion: Z = 80, screening length d = 15.0 pm
Identity test at first extremum of P beyond 60 pm:
 kappa=-1 E=-5 eV R=163.09 pm: numeric -2.6451748e-04, formula -2.6451748e-04 1/eV, Q^2 share 1.01e-04
 kappa=+1 E=20 eV R=137.38 pm: numeric -2.1781538e-04, formula -2.1781538e-04 1/eV, Q^2 share 2.59e-04
 kappa=-2 E=20 eV R=61.03 pm: numeric -9.4189568e-05, formula -9.4189568e-05 1/eV, Q^2 share 7.46e-04
 kappa=+2 E=20 eV R=92.46 pm: numeric -1.5177261e-04, formula -1.5177261e-04 1/eV, Q^2 share 3.63e-04
 kappa=-1 E=50000 eV R=61.69 pm: numeric -1.5929495e-04, formula -1.5929495e-04 1/eV, Q^2 share 4.88e-02
Worked case: kappa = -1, E0 = -5.0 eV
extremum of P at 163.09 pm; core radius R = 196 pm
V(R) = -10.2799 eV; nodes of P inside R: 5
Q/P at R = -2.2223033e-03 (no unit)
N/P(R)^2 = 103.134927 pm; Q^2 share of N = 6.4671e-05
d(Q/P)/dE numeric = -5.2266003e-04 1/eV
d(Q/P)/dE formula = -5.2266004e-04 1/eV = -3.26219e+15 1/J
d(P/Q)/dE numeric = 1.058309e+02 1/eV; formula = 1.058309e+02 1/eV
d(P'/P)/dE numeric = -2.7069914e-03 1/(pm eV)
d(P'/P)/dE formula = -2.7069914e-03 1/(pm eV)
Schroedinger-type norm N_S/P(R)^2 = 103.135889 pm; N_S/N - 1 = 9.327e-06
Pseudopotential shape: s = -0.807920, t = -2.283207 (norm kept), -0.283207 (norm wrong)
 norm kept: V(0) = 9.036 eV, nodes 0, N/P(R)^2 = 103.134927 pm, slope = -5.2266002e-04 1/eV
 norm wrong: V(0) = -4.388 eV, nodes 0, N/P(R)^2 = 134.153990 pm, slope = -6.7985619e-04 1/eV
Error of Q/P at R (pseudo minus reference, no unit):
 E-E0 = -2.0 eV: norm kept -8.5051e-06, norm wrong +1.8842e-04
 E-E0 = -1.0 eV: norm kept -2.5822e-06, norm wrong +1.2023e-04
 E-E0 = -0.5 eV: norm kept -7.1546e-07, norm wrong +6.8504e-05
 E-E0 = +0.5 eV: norm kept -8.9029e-07, norm wrong -9.0874e-05
 E-E0 = +1.0 eV: norm kept -4.0017e-06, norm wrong -2.1199e-04
 E-E0 = +2.0 eV: norm kept -2.0562e-05, norm wrong -5.9572e-04
all good
```
